# Why moving one impurity changes a film's conductance independently of its size

In a film, an impurity's scattering strength and the electrons' diffusion coefficient \(D\) have the same dimension. If a diffusing electron has probability \(\rho\) per unit area to be at the impurity, it is scattered there at the rate \(\gamma\rho\), so \(\gamma\) is an area per time, as is \(D\). The ratio \(\gamma/D\) is a pure number. In \(d\) dimensions \(\gamma\) is a \(d\)-dimensional volume per time, and the dimensionless ratio for a sample of side \(L\) is \(\gamma/(DL^{d-2})\). If the mean square change of conductance, in units of \(e^2/h\), is linear in \(\gamma\) and governed by paths as long as the sample, it cannot depend on \(L\) when \(d=2\).

This leaves three things to find: the size of \(\gamma/D\), the reason for linearity, and the numerical factor.

## The film and the count of visits

The model is a square film of side \(L\) between two contacts, thinner than \(L\), phase coherent, in zero magnetic field and without spin-orbit coupling. The mean free path \(l\) is much shorter than \(L\), and scattering is isotropic. Let \(\nu\) be the density of states per spin and area. I set \(\hbar=1\) in derivations. The sheet conductance per spin, in units of \(e^2/h\), is then

\[
g_0=h\nu D=2\pi\nu D\gg1 .
\]

Consider a classical path that enters at the left contact and leaves at the right. Let the width be \(W\) for the moment. A walker released at small depth \(x_0\) spends a time density \(x_0(L-x)/(LWD)\) at depth \(x>x_0\). This solves the steady diffusion equation with absorbing contacts. From \(x\), it exits on the right with probability \(x/L\); from \(x_0\), with probability \(x_0/L\). Restricting to walkers that cross multiplies the density by the ratio of these probabilities:

\[
\frac{x_0(L-x)}{LWD}\,\frac{x/L}{x_0/L}=\frac{x(L-x)}{LWD}.
\]

At the centre of a square this is \(1/(4D)\). Doubling \(L\) makes a crossing last four times longer, but there are four times as many places to visit. In a wire of fixed width the density grows as \(L\); in a cube, where \(W\) is replaced by \(W^2\), it falls as \(1/L\). A lattice walk shows the same: when the side doubles from 8 to 16, visits to a central site go from 4 to 8 in one dimension, stay at 1 in two, and fall from 0.188 to 0.094 in three.

Now take an s-wave impurity with phase shift \(\delta\) and scattering amplitude \(T=-\sin\delta\,e^{i\delta}/(\pi\nu)\). The golden rule with \(T\) in place of the potential gives \(\gamma=2\pi\nu|T|^2\), hence

\[
\frac{\gamma}{D}=\frac{2\sin^2\delta}{\pi\nu D}=\frac{4\sin^2\delta}{g_0}.
\]

A crossing path therefore hits a central impurity \(\gamma/(4D)=\sin^2\delta/g_0\) times on average. The relation survives in a film of thickness \(t\) with a three-dimensional Fermi sphere: with volume density of states \(\nu_3\), \(\nu=\nu_3t\) and the amplitude for a wave spread over the thickness is \(T_3/t\). The rate per area density is then \(2\pi\nu_3|T_3|^2/t\), and with \(\pi\nu_3|T_3|=|\sin\delta|\) the same ratio follows.

## From paths to conductance fluctuations

The visit count gives the scaling. The numerical factor needs the interference of paths. The Kubo formula for the conductance per spin, in units of \(e^2/h\), is

\[
g=\frac{2\pi^2}{L^2}\mathrm{Tr}[v\,\delta(E-H)\,v\,\delta(E-H)],
\]

where \(v\) is the velocity along the current. Inserting \(\delta(E-H)=(i/2\pi)(G^R-G^A)\) gives

\[
g=\frac1{L^2}\left\{\mathrm{Tr}[vG^RvG^A]-\mathrm{Re}\,\mathrm{Tr}[vG^RvG^R]\right\}.
\]

The second term can be dropped. Since \(v=i[H,x]\), one has \(G^RvG^R=i[G^R,x]\), and its trace with \(v\) is \(-\mathrm{Tr}\,G^R/m\). Its fluctuations are smaller than those kept by about \(1/(mD)\sim1/(k_Fl)\).

Let films 1 and 2 differ at most by the position of one impurity. A long retarded path in one survives disorder averaging when paired with an advanced path in the other along the same scatterers. With \(\xi\) the energy from the Fermi level, \(\tau\) the scattering time and \(G^{R}=1/(-\xi+i/2\tau)\), the needed integrals are

\[
\int\! d\xi\,|G|^2=2\pi\tau,\quad
\int\! d\xi\,|G|^4=4\pi\tau^3,\quad
\int\! d\xi\,(G^R)^2G^A=-2\pi i\tau^2 .
\]

Each common scattering contributes \(1/(2\pi\nu\tau)\), and each step at small wavevector \(q\) contributes \(2\pi\nu\tau(1-D\tau q^2)\). Summing the geometric series gives the pair propagator

\[
\Gamma=\frac{1}{2\pi\nu\tau}\,\frac1{D\tau q^2}=\frac{P}{2\pi\nu\tau^2D},
\qquad P=(-\nabla^2)^{-1},
\]

with \(P\) vanishing at the contacts and having zero normal slope at the side walls.

Two arrangements contribute to the covariance \(K_{12}\) of \(g_1\) and \(g_2\).

In the first, both lines of each film are long, and two pair propagators run between two junctions. With \(D=\langle v^2\rangle\tau\), each junction gives \(\nu\langle v^2\rangle4\pi\tau^3=4\pi\nu\tau^2D\). Two junctions and two propagators give \((4/L^4)\,\mathrm{Tr}\,P^2\).

In the second, one line of each film is long and the other short. The junction is \(4\pi\nu\tau^2D\), plus a term in which one scattering bridges the short line:

\[
\frac{1}{2\pi\nu\tau}\,\nu^2\langle v^2\rangle(-2\pi i\tau^2)^2=-2\pi\nu\tau^2D .
\]

The sum is \(2\pi\nu\tau^2D\), so two junctions give \(\mathrm{Tr}\,P^2/L^4\). The long line of film 1 may be retarded or advanced, which doubles this to \(2\,\mathrm{Tr}\,P^2/L^4\).

The total is 6. In zero field, paths paired with their time-reversed partners contribute equally:

\[
K=\frac{12}{L^4}\,\mathrm{Tr}\,P^2 .
\]

For identical square films, \(-\nabla^2\) has eigenvalues \(\pi^2(n^2+m^2)/L^2\), with \(n\ge1\) and \(m\ge0\). Then \(K=(12/\pi^4)\sum(n^2+m^2)^{-2}=0.186\), again independent of size.

## What the moved impurity removes

Let the impurity sit at \(\mathbf a\) in film 1 and at \(\mathbf a+\mathbf s\) in film 2. It alters a path pair in three ways.

If only the retarded path scatters there, the junction is \(-2\pi i\nu\tau^2T\), and \(P\) changes by \(-P(iT/D)P\). If only the advanced path scatters, the change is \(-P(-iT^*/D)P\). For a short move the two add to a loss

\[
\frac{i(T-T^*)}{D}=-\frac{2\,\mathrm{Im}\,T}{D}=\frac{2\pi\nu|T|^2}{D}=\frac{\gamma}{D}.
\]

If both paths scatter, the pair is restored, but with a phase \((\mathbf k-\mathbf k')\cdot\mathbf s\) between incoming direction \(\mathbf k\) and outgoing direction \(\mathbf k'\). Diffusive paths arrive and leave in all directions, so the restored part is \((\gamma/D)|\langle e^{i\mathbf k\cdot\mathbf s}\rangle|^2\), averaged over the Fermi surface. The net loss is

\[
\lambda=\frac{\gamma}{D}\,\alpha,\qquad
\alpha=1-|\langle e^{i\mathbf k\cdot\mathbf s}\rangle|^2 .
\]

If nothing moves, \(\alpha=0\): the impurity redirects paths but destroys no correlation. For small moves on a Fermi sphere in \(d\) dimensions, \(\langle e^{i\mathbf k\cdot\mathbf s}\rangle\approx1-k_F^2s^2/(2d)\), so \(\alpha\approx k_F^2s^2/d\). A move much shorter than \(1/k_F\) has little effect. For a long move \(\alpha\to1\), with half the loss at each of the two sites; the imaginary parts of these losses cancel at first order in the real covariance.

The operator \(-\nabla^2\) thus gains \(\lambda\,\delta(\mathbf r-\mathbf a)\). To first order \(P\) changes by \(-\lambda P(\mathbf r,\mathbf a)P(\mathbf a,\mathbf r')\), and

\[
\mathrm{Tr}\,P^2\;\to\;\mathrm{Tr}\,P^2-2\lambda P^3(\mathbf a,\mathbf a).
\]

Both films have the same variance \(K\), so with \(\Delta g=g_1-g_2\),

\[
\langle\Delta g^2\rangle=2(K-K_{12})=\frac{48}{L^4}\,\lambda\,P^3(\mathbf a,\mathbf a).
\]

Averaging over positions replaces \(P^3(\mathbf a,\mathbf a)\) by \(\mathrm{Tr}\,P^3/L^2=(L^4/\pi^6)\sum(n^2+m^2)^{-3}\). The powers of \(L\) cancel:

\[
\langle\Delta g^2\rangle=2C\,\frac{4\sin^2\delta}{g_0}\,\alpha,
\qquad
C=\frac{24}{\pi^6}\sum_{n\ge1,\,m\ge0}\frac1{(n^2+m^2)^3}=0.0291 .
\]

Both spins respond alike, so \(\Delta G=2\Delta g\,e^2/h\) and

\[
\Delta G_{\rm rms}\approx0.96\,|\sin\delta|\sqrt{\frac{\alpha}{g_0}}\;\frac{e^2}{h}.
\]

This change is independent of size but not universal: it depends on the sheet conductance, the impurity and the move. The slowest diffusion mode, \(n=1,m=0\), supplies 1 of the total 1.165 in the sum, or 86%. This confirms that paths as long as the film dominate. To leading order, a strong enough magnetic field removes the time-reversed pairs and halves \(\langle\Delta g^2\rangle\).

## Where size independence ends

The first-order result counts each visit separately. In two dimensions a path that has reached a site tends to return, and the return sum \(P(\mathbf a,\mathbf a)\) grows as \(p=\ln(k_FL)/(2\pi)\), if the shortest return is taken as about a wavelength. The growth with \(\ln L\) follows from diffusion, but returns shorter than \(l\) are not diffusive, so the cutoff, and with it the constant added to \(\ln L\), is only a rough choice.

For a long move each site carries the complex loss \(\mu=iT/D=(2\sin^2\delta/g_0)(1-i\cot\delta)\), or its conjugate. As an estimate, I sum only the repeated returns of one path pair and count time-reversed returns as equally important, without deriving that factor 2. This replaces \(\mu\) by \(\mu/(1+2p\mu)\approx\mu-2p\mu^2\). Since

\[
\mathrm{Re}\,\mu^2=\frac{4\sin^4\delta}{g_0^2}(1-\cot^2\delta)=-\frac{4\sin^2\delta\cos2\delta}{g_0^2},
\]

revisits in this estimate multiply the mean square change by the factor

\[
1+\frac{4p}{g_0}\cos2\delta .
\]

In this estimate, revisits weaken a resonant impurity (\(\delta=\pi/2\)), strengthen a weak one, and cancel at this order for \(\sin^2\delta=1/2\). The films below do not test the factor 2 separately. Weak localization, which lowers \(D\) and so raises \(\gamma/D\) by a fraction of about \(\ln(L/l)/(\pi g_0)\), is a further correction of order \(1/g_0\) and is not included here. Size independence therefore requires \(g_0\gg\ln(k_FL)\).

It also requires a low temperature: the thermal length \(\sqrt{\hbar D/k_BT}\) must not be much shorter than \(L\), or electrons of different energy average the change away. Finally, it requires coherence across the film. Suppose the phase-breaking length \(L_\varphi\) is shorter than \(L\). The moved impurity then changes the conductance of a patch of side \(L_\varphi\) by an amount \(\Delta G_\varphi\) that, like the result above, does not depend on the size of the patch, provided thermal smearing is negligible. The patch carries a voltage \(VL_\varphi/L\), so the dissipated power changes by \(\Delta G_\varphi(VL_\varphi/L)^2\). Dividing by \(V^2\) gives

\[
\Delta G\sim\Delta G_\varphi\left(\frac{L_\varphi}{L}\right)^2 .
\]

Beyond \(L_\varphi\), the effect of one impurity falls with the area. The numerical factor differs from that of a square between contacts: adding \(1/L_\varphi^2\) to \(-\nabla^2\) gives, for \(L\gg L_\varphi\), a \(\Delta G_\varphi\) about 5.7 times the square-film value.

## Quantum films

The argument can be tried on square tight-binding films with ideal leads, computing the conductance directly from transmitted waves. The impurity is placed in turn on sites free of background disorder. Lengths are in lattice sites. Film A has side 36 and \(g_0=5.2\); B has side 72 and the same \(g_0\); C has side 72 and \(g_0=10.4\), with the same \(L/l\) as A. The leading formula below includes the reach of diffusion into the contacts, which matters in such short films. It counts the whole weight of each diffusion mode as lying inside the film, which overstates it by about 2% in A and C and by less than 1% in B. The last column uses \(\mu/(1+2p\mu)\) without expanding it.

| Film, impurity | \(\langle\Delta g^2\rangle\) | leading | with revisits |
|---|---|---|---|
| A, resonant | 0.049 | 0.070 | 0.047 |
| B, resonant | 0.042 | 0.056 | 0.036 |
| C, resonant | 0.029 | 0.035 | 0.027 |
| A, \(\sin^2\delta=1/2\) | 0.029 | 0.035 | 0.032 |
| C, \(\sin^2\delta=1/2\) | 0.017 | 0.017 | 0.017 |

From A to B the area grows fourfold at fixed disorder, yet the resonant result falls by a factor of only 1.17. The leading formula gives 1.24 from contact reach alone (1.22 if only the mode weight inside the film is counted), and the formula with revisits gives 1.31, so the growth of the revisit correction with \(\ln L\) is not seen in these films. The resonant impurity lies 29% below the leading formula in A and 16% below in C; linear extrapolation in \(1/g_0\) gives \(0.97\pm0.04\) of it, or 1.03 if the variable is \(\ln(k_FL)/g_0\), since A and C differ in size. A weak impurity with \(\sin^2\delta=0.17\) was also placed in the films. The ratio of weak to resonant effects, divided by the ratio of their \(\sin^2\delta\), falls from 1.52 in A to 1.36 in C and extrapolates to \(1.20\pm0.11\). It moves towards the expected 1 without reaching it, so the \(\sin^2\delta\) law is supported here only to about 20%.

For a move of one site, \(\alpha\) is 0.74 to 0.75 in the three films, against 0.750 from the Fermi surface. For two sites it is 0.85 to 0.92, with a sampling scatter of several hundredths, against 0.939. The cause of this shortfall is not established here.

## A silver film

Take a silver film 500 nm square and 10 nm thick at 0.1 K, with a mean free path of 10 nm. These are rough typical values for a thin disordered film. A free-electron sphere with density \(5.9\times10^{22}\ \mathrm{cm^{-3}}\) has \(k_F=12.0\ \mathrm{nm^{-1}}\) and gives \(D=46.5\ \mathrm{cm^2/s}\), \(g_0=1539\) and a sheet resistance of 8.4 Ω.

Let one resonant s-wave impurity hop by 0.29 nm, about one atomic spacing. On a sphere the direction average is \(\sin(k_Fs)/(k_Fs)\), and here \(k_Fs\approx3.5\), so \(\alpha=0.99\): one atomic hop already has nearly the full effect. A crossing path hits a central impurity \(1/1539=6.5\times10^{-4}\) times on average. Nevertheless,

\[
\Delta G_{\rm rms}=2\sqrt{2(0.0291)\frac{4}{1539}(0.99)}\;\frac{e^2}{h}
=0.0245\,\frac{e^2}{h}=0.95\ \mu\mathrm S .
\]

This is 2.8% of the full rms sample-to-sample fluctuation, \(0.86\,e^2/h\). The percentage far exceeds the hit probability because the hit probability sets the mean square, and the rms follows its square root. Relative to the whole conductance the change is \(8\times10^{-6}\).

If \(N\) such impurities move independently, their mean squares add at first order. Two unrelated films differ by twice the variance, and the sum would reach that value when \(N(0.028)^2\approx2\), or \(N\approx2500\). By then the first-order sum no longer holds. Spreading the loss evenly over the film adds \(N\lambda/L^2\) to \(-\nabla^2\), and \(K_{12}/K\) is then still about 0.48 at \(N=2500\) and 0.18 at \(N=10\,000\). So 2500 moves renew about half of the pattern. In this model that number is also independent of the film's area, although a larger film contains more impurities.

Of the corrections estimated here for a real silver film, spin-orbit coupling is the largest. With a rough spin-orbit length of 0.5 µm, it multiplies the rms change by about 0.88. Thermal smearing contributes 0.96, and phase breaking 0.99 for a rough phase length of 2 µm. The three together give 0.85, while contact reach adds 2%, leaving about \(0.021\,e^2/h\). This value is sensitive to the assumed spin-orbit length: for 0.25 µm the spin-orbit factor is 0.70 and the result \(0.017\,e^2/h\), and for 1 µm they are 0.97 and \(0.023\,e^2/h\). Revisits matter at the level of 1% or less in the mean square. Not included are the anisotropy of silver's Fermi surface and the higher partial waves of a real defect; the latter can make its cross-section larger or smaller than the resonant s-wave value used here. The remaining values are in the numerical output below.

## Table of computed values

```
C (loop constant) = 0.02908
variance of g per spin, square film = 0.1856
visits to central site, dim 1: size 8: 4.0000, size 16: 8.0000
visits to central site, dim 2: size 8: 1.0000, size 16: 1.0000
visits to central site, dim 3: size 8: 0.1875, size 16: 0.0937
<dg^2> per unit loss: lattice 0.06019, formula 0.05815
repeated visits, loss 0.8: kept fraction 0.597 (size 16), 0.567 (size 32)
growth of 1/kept per doubling: 0.0883, log rule 0.0883
sin^2(delta): resonant 1.000, half 0.500, weak 0.166
film A: size 36, path 6.76, g 5.19, mean g 3.616, Drude 4.010
A resonant: <dg^2> 0.0494 +- 0.0007, leading 0.0697, with revisits 0.0467
A half: <dg^2> 0.0294 +- 0.0005, leading 0.0348, with revisits 0.0322
A weak: <dg^2> 0.0125 +- 0.0003, leading 0.0116, with revisits 0.0144
A alpha for move of 1: 0.743, Fermi-surface formula 0.750
A alpha for move of 2: 0.919, Fermi-surface formula 0.939
A variance of g = 0.187, formula 0.163
A weak/resonant ratio: free sites 0.253, sites with background energy 0.305
film B: size 72, path 6.76, g 5.19, mean g 3.768, Drude 4.526
B resonant: <dg^2> 0.0421 +- 0.0012, leading 0.0563, with revisits 0.0357
B half: <dg^2> 0.0253 +- 0.0010, leading 0.0282, with revisits 0.0255
B weak: <dg^2> 0.0112 +- 0.0007, leading 0.0094, with revisits 0.0118
B alpha for move of 1: 0.754, Fermi-surface formula 0.750
B alpha for move of 2: 0.849, Fermi-surface formula 0.939
film C: size 72, path 13.52, g 10.39, mean g 7.653, Drude 8.021
C resonant: <dg^2> 0.0293 +- 0.0007, leading 0.0348, with revisits 0.0270
C half: <dg^2> 0.0169 +- 0.0004, leading 0.0174, with revisits 0.0169
C weak: <dg^2> 0.0066 +- 0.0002, leading 0.0058, with revisits 0.0067
C alpha for move of 1: 0.752, Fermi-surface formula 0.750
C alpha for move of 2: 0.896, Fermi-surface formula 0.939
<dg^2> ratio, size 36 over 72: resonant 1.174, half 1.163
resonant, measured/leading: A 0.709, C 0.840, extrapolated in 1/g 0.971
(weak/resonant)/(sin^2 ratio): A 1.518, C 1.359, extrapolated 1.199
silver film: side 500 nm, thickness 10 nm, mean free path 10 nm
density 5.90e+22 cm^-3, hop 0.29 nm, T = 0.1 K
kF = 12.04 nm^-1, D = 46.5 cm^2/s
g per spin = 1539, sheet resistance = 8.39 ohm
hits per crossing path, central impurity = 6.50e-04
alpha for one hop = 0.9903
rms change of G = 0.0245 e^2/h = 0.948 uS
relative change of G = 7.95e-06
full rms fluctuation of G = 0.862 e^2/h, one-impurity share 0.0284
rough phase length 2.0 um, rough spin-orbit length 0.5 um
rms factors: heat 0.959, phase breaking 0.991, spin-orbit 0.883
rms factor, these three together = 0.846
rms factor from contact depth = 1.022
repeated visits, relative size of order: long returns 1.6e-03, short returns 8.3e-03
rms change of G with all factors = 0.0211 e^2/h
```
